# The fcc vacancy correlation factor from growing finite clusters: verification in Python

```python
"""Vacancy tracer correlation factor of the fcc lattice.

Result under test: f = (1+t)/(1-t), about 0.7815, where t is the mean cosine
between successive tracer jumps (a vacancy that never returns counts as zero).
Lengths are in half the cubic lattice parameter. The tracer sits at the origin.
L: half-edge of the cubic cluster; P: probabilities that the next exchange
comes from each of the 12 neighbour sites; F: their sum, the return probability.
An absorbing boundary loses the vacancy, a reflecting one refuses the jump.
"""
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix

JUMPS = np.array([(x, y, z) for x in (1, 0, -1) for y in (1, 0, -1)
                  for z in (1, 0, -1) if x*x + y*y + z*z == 2])
# The vacancy starts at JUMPS[0], so the last tracer jump was -JUMPS[0].
COSINES = -(JUMPS @ JUMPS[0]) / 2


def conjugate_gradient(matvec, rhs):
    x = np.zeros_like(rhs)
    r = rhs.copy()
    p = r.copy()
    rr = r @ r
    for _ in range(5000):
        q = matvec(p)
        alpha = rr / (p @ q)
        x += alpha * p
        r -= alpha * q
        new = r @ r
        if new < 1e-27:
            return x
        p = r + (new / rr) * p
        rr = new
    raise RuntimeError("conjugate gradient did not converge")


def return_probabilities(L, exchange=1.0, reflecting=False):
    """exchange: rate of tracer-vacancy exchange over the host jump rate."""
    axis = np.arange(-L + 1, L)
    grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
    grid = grid.reshape(-1, 3)
    sites = grid[(grid.sum(axis=1) % 2 == 0) & grid.any(axis=1)]
    n = len(sites)
    label = np.full((2*L + 1,)*3, -1)
    label[tuple((sites + L).T)] = np.arange(n)
    neighbour = np.array([label[tuple((sites + j + L).T)] for j in JUMPS])
    inside = neighbour >= 0
    rows = np.broadcast_to(np.arange(n), neighbour.shape)[inside]
    hop = csr_matrix((np.ones(len(rows)), (rows, neighbour[inside])),
                     shape=(n, n))
    near = label[tuple((JUMPS + L).T)]
    if reflecting:
        total_rate = inside.sum(axis=0).astype(float)
        total_rate[near] += 1.0          # the jump into the tracer site
    else:
        total_rate = np.full(n, 12.0)
    total_rate[near] += exchange - 1.0
    rhs = np.zeros(n)
    rhs[near[0]] = 1.0
    g = conjugate_gradient(lambda v: total_rate*v - hop @ v, rhs)
    return exchange * g[near], n


def factor(t):
    return (1 + t) / (1 - t)


def extrapolate(sizes, values, powers):
    """Limit and coefficients of value = limit + sum_p coefficient_p/size^p."""
    sizes = np.asarray(sizes, float)
    scaled = sizes[0] / sizes
    matrix = np.column_stack([scaled**p for p in (0,) + powers])
    c = np.linalg.solve(matrix, np.asarray(values))
    return c[0], [c[i + 1] * sizes[0]**p for i, p in enumerate(powers)]


# Linear equations on growing clusters
sizes = [8, 12, 16, 24, 32]
P_all, t_all, F_all, f_abs, f_ref, counts = [], [], [], [], [], []
for L in sizes:
    P, n = return_probabilities(L)
    P_reflect, _ = return_probabilities(L, reflecting=True)
    P_all.append(P)
    t_all.append(P @ COSINES)
    F_all.append(P.sum())
    f_abs.append(factor(P @ COSINES))
    f_ref.append(factor(P_reflect @ COSINES))
    counts.append(n)
t_inf, t_coeffs = extrapolate(sizes, t_all, (3, 5, 7, 9))
f_inf = factor(t_inf)
G_inf, _ = extrapolate(sizes, 1/(1 - np.array(F_all)), (1, 3, 5, 7))
F_inf = 1 - 1/G_inf
P_inf = np.array([F_inf/12 + extrapolate(
    sizes, [P[k] - P.sum()/12 for P in P_all], (3, 5, 7, 9))[0]
    for k in range(12)])

# Independent infinite-lattice values: Brillouin-zone averages
quad_sizes = [24, 36, 48, 72, 96]
t_quad, G_quad = [], []
for N in quad_sizes:
    k = (np.arange(N) + 0.5) * np.pi / N
    cx = np.cos(k)[:, None, None]
    cy = np.cos(k)[None, :, None]
    cz = np.cos(k)[None, None, :]
    propagator = 1 / (1 - (cx*cy + cy*cz + cz*cx)/3)
    G_quad.append(propagator.mean())
    t_quad.append(-((1 - cx**2) * (cy + cz)**2 * propagator).mean() / 6)
t_zone, _ = extrapolate(quad_sizes, t_quad, (3, 5, 7, 9))
G_zone, _ = extrapolate(quad_sizes, G_quad, (1, 3, 5, 7))
f_zone = factor(t_zone)
F_zone = 1 - 1/G_zone
assert abs(f_inf - f_zone) < 1e-7
assert abs(F_inf - F_zone) < 1e-6
for low, high in zip(f_ref, f_abs):
    assert low < f_zone < high

# Leading finite-size coefficient from continuum image dipoles
m = np.arange(-22, 23)
n1, n2, n3 = np.meshgrid(m, m, m, indexing="ij")
nn = (n1**2 + n2**2 + n3**2).astype(float)
nn[nn == 0] = np.inf
sign = 1 - 2*((n2 + n3) % 2)
window = np.exp(-(nn / 14.0**2)**4)
image_sum = np.sum(sign * window * (1/nn**1.5 - 3*n1**2/nn**2.5))
A_image = -image_sum / (8*np.pi)
assert abs(t_coeffs[0]/A_image - 1) < 2e-3

# Tracer that exchanges at another rate: closed law against direct solution
u8 = f_abs[0] / (1 - f_abs[0])
for s in (0.3, 3.0):
    P_s, _ = return_probabilities(8, exchange=s)
    assert abs(factor(P_s @ COSINES) - u8/(u8 + s)) < 1e-9

# Monte Carlo from the definition: squared displacement per encounter
rng = np.random.default_rng(20)
walkers = 300000
first = JUMPS[rng.integers(12, size=walkers)]
displacement = first.copy()
vacancy = -first
exchanges = np.ones(walkers, int)
next_dot = np.full(walkers, 99)
active = np.arange(walkers)
while active.size:
    old = vacancy[active]
    new = old + JUMPS[rng.integers(12, size=active.size)]
    hit = ~new.any(axis=1)
    who, step = active[hit], old[hit]
    fresh = exchanges[who] == 1
    next_dot[who[fresh]] = (first[who[fresh]] * step[fresh]).sum(axis=1)
    displacement[who] += step
    exchanges[who] += 1
    new[hit] = -step
    vacancy[active] = new
    active = active[np.abs(new).max(axis=1) < sizes[0]]
R2 = (displacement**2).sum(axis=1)
f_mc = R2.sum() / (2*exchanges.sum())
f_mc_err = (R2 - 2*f_mc*exchanges).std() / (
    2*exchanges.mean()*np.sqrt(walkers))
assert abs(f_mc - f_abs[0]) < 4*f_mc_err
mean_err = exchanges.std() / np.sqrt(walkers)
assert abs(exchanges.mean() - 1/(1 - F_all[0])) < 4*mean_err
for dot in (-2, -1, 0, 1, 2):
    expected = P_all[0][np.isclose(2*COSINES, dot)].sum()
    spread = np.sqrt(expected*(1 - expected)/walkers)
    assert abs(np.mean(next_dot == dot) - expected) < 4.5*spread

# Example: rough copper-like inputs
a_nm, E_form, E_mig, S_form, nu = 0.36, 1.3, 0.7, 2.0, 1e13
T_hot, T_use = 1000.0, 400.0
kB = constants.k / constants.e
geometry = 0.5 * np.sum((JUMPS[:, 0]/2)**2)   # D = geometry*a^2*c*w*f
assert abs(geometry - 1) < 1e-12


def lattice_diffusion(T):
    c = np.exp(S_form - E_form/(kB*T))
    w = nu * np.exp(-E_mig/(kB*T))
    return c, w, f_inf * geometry * (a_nm*1e-7)**2 * c * w


def boundary_ratio(T, grain_nm, width_nm=0.5, barrier=0.9):
    """Cubic grains: boundary fraction 2*width/grain along the flux."""
    D_boundary = (a_nm*1e-7)**2 * nu * np.exp(-barrier/(kB*T))
    return 2*width_nm/grain_nm * D_boundary / lattice_diffusion(T)[2]


c_hot, w_hot, D_hot = lattice_diffusion(T_hot)
D_use = lattice_diffusion(T_use)[2]
ten_years = 10 * constants.year
length_use = np.sqrt(2*D_use*ten_years) * 1e7
E_bind, E_faster = 0.1, 0.2
pair_ratio = 4*c_hot*np.exp((E_bind + E_faster)/(kB*T_hot))
quantum = (constants.h*nu/(constants.k*T_hot))**2 / 24
expansion = 2 * 17e-6 * (T_hot - 300)
s_heavy = 1/np.sqrt(1.03)
u = f_inf/(1 - f_inf)
f_heavy = u/(u + s_heavy)

print("L | sites | return prob F | t | f reflecting | f absorbing")
for row in zip(sizes, counts, F_all, t_all, f_ref, f_abs):
    print("%d | %d | %.6f | %.8f | %.7f | %.7f" % row)
print(f"extrapolated t: {t_inf:.9f}")
print(f"extrapolated f: {f_inf:.9f}")
print(f"zone-integral t: {t_zone:.9f}")
print(f"zone-integral f: {f_zone:.9f}")
print(f"difference of the two f: {abs(f_inf - f_zone):.1e}")
print(f"return probability F, extrapolated: {F_inf:.7f}")
print(f"return probability F, zone integral: {F_zone:.7f}")
print(f"L^-3 coefficient of t, fitted: {t_coeffs[0]:.6f}")
print(f"L^-3 coefficient of t, image dipoles: {A_image:.6f}")
print("infinite size: cosine | number of sites | P per site")
for cosine in (-1, -0.5, 0, 0.5, 1):
    chosen = np.isclose(COSINES, cosine)
    print(f"{cosine:+.1f} | {chosen.sum()} | {P_inf[chosen].mean():.7f}")
print(f"f if only immediate reversal counts (t=-1/12): {factor(-1/12):.5f}")
print(f"Monte Carlo f at L={sizes[0]}: {f_mc:.4f} +- {f_mc_err:.4f}")
print(f"Monte Carlo encounters: {walkers}")
print(f"Monte Carlo exchanges per encounter: {exchanges.mean():.4f}")
print(f"linear-equation exchanges per encounter: {1/(1-F_all[0]):.4f}")
print("Example with rough copper-like inputs")
print(f"lattice parameter: {a_nm} nm; attempt frequency: {nu/1e12:.0f} THz")
print(f"formation: {E_form} eV, {S_form:.0f} k; migration: {E_mig} eV")
print(f"vacancy site fraction at {T_hot:.0f} K: {c_hot:.3e}")
print(f"rate per vacancy jump direction: {w_hot:.3e} 1/s")
print(f"D without correlation: {D_hot/f_inf:.3e} cm2/s")
print(f"tracer D*: {D_hot:.3e} cm2/s = {D_hot*1e-4:.3e} m2/s")
print("Sizes of neglected effects at the same temperature")
print(f"0.05 eV error in total energy: factor {np.exp(.05/(kB*T_hot)):.2f}")
print(f"1 k error in entropy: factor {np.exp(1.0):.2f}")
print(f"divacancy share (bind {E_bind} eV, barrier -{E_faster} eV): "
      f"{pair_ratio:.1e}")
print(f"leading quantum correction to rate: {100*quantum:.2f} %")
print(f"thermal expansion (17e-6 per K) in a^2: {100*expansion:.1f} %")
print(f"f for tracer 3 % heavier: {f_heavy:.5f}")
print("grain boundaries: width 0.5 nm, barrier 0.9 eV")
print(f"boundary/lattice, 100 um grains, {T_hot:.0f} K: "
      f"{boundary_ratio(T_hot, 1e5):.2f}")
print(f"lattice D* at {T_use:.0f} K: {D_use:.2e} cm2/s")
print(f"lattice diffusion length in 10 years: {length_use:.1e} nm")
print(f"boundary/lattice, 1 um grains, {T_use:.0f} K: "
      f"{boundary_ratio(T_use, 1e3):.1e}")
print("all tests passed")
```

It prints:

```
L | sites | return prob F | t | f reflecting | f absorbing
8 | 1686 | 0.226365 | -0.12226807 | 0.7798516 | 0.7821054
12 | 6082 | 0.236595 | -0.12255733 | 0.7810224 | 0.7816462
16 | 14894 | 0.241618 | -0.12262819 | 0.7812791 | 0.7815337
24 | 51910 | 0.246580 | -0.12266467 | 0.7814028 | 0.7814758
32 | 125022 | 0.249038 | -0.12267357 | 0.7814314 | 0.7814617
extrapolated t: -0.122680066
extrapolated f: 0.781451422
zone-integral t: -0.122680066
zone-integral f: 0.781451422
difference of the two f: 2.4e-14
return probability F, extrapolated: 0.2563182
return probability F, zone integral: 0.2563182
L^-3 coefficient of t, fitted: 0.213012
L^-3 coefficient of t, image dipoles: 0.213012
infinite size: cosine | number of sites | P per site
-1.0 | 1 | 0.1046932
-0.5 | 4 | 0.0213599
+0.0 | 2 | 0.0117994
+0.5 | 4 | 0.0089270
+1.0 | 1 | 0.0068789
f if only immediate reversal counts (t=-1/12): 0.84615
Monte Carlo f at L=8: 0.7816 +- 0.0010
Monte Carlo encounters: 300000
Monte Carlo exchanges per encounter: 1.2938
linear-equation exchanges per encounter: 1.2926
Example with rough copper-like inputs
lattice parameter: 0.36 nm; attempt frequency: 10 THz
formation: 1.3 eV, 2 k; migration: 0.7 eV
vacancy site fraction at 1000 K: 2.074e-06
rate per vacancy jump direction: 2.966e+09 1/s
D without correlation: 7.973e-12 cm2/s
tracer D*: 6.231e-12 cm2/s = 6.231e-16 m2/s
Sizes of neglected effects at the same temperature
0.05 eV error in total energy: factor 1.79
1 k error in entropy: factor 2.72
divacancy share (bind 0.1 eV, barrier -0.2 eV): 2.7e-04
leading quantum correction to rate: 0.96 %
thermal expansion (17e-6 per K) in a^2: 2.4 %
f for tracer 3 % heavier: 0.78397
grain boundaries: width 0.5 nm, barrier 0.9 eV
boundary/lattice, 100 um grains, 1000 K: 0.61
lattice D* at 400 K: 4.73e-27 cm2/s
lattice diffusion length in 10 years: 1.7e-02 nm
boundary/lattice, 1 um grains, 400 K: 1.3e+10
all tests passed
```
